# Resistance and transfer length of a planar contact on an implanted layer

## Definitions and conventions

A metal contact lies on a thin conducting layer made by implanting a dopant and annealing it. The contact covers $0<x<L$ and has width $W$ perpendicular to $x$. The layer has the same width, so no current spreads around the sides. A current $I_0$ arrives through the layer at the front edge $x=0$, crosses the interface and leaves through the metal. The layer is isolated from the substrate and carries no current past $x=L$.

The metal is taken as an equipotential at zero potential. $V(x)$ is the potential of the layer under the contact, and $I(x)$ is the current still flowing in the layer towards positive $x$. Two material quantities enter.

- The sheet resistance $R_s$, in ohms per square: a strip of length $\ell$ and width $W$ has resistance $R_s\ell/W$.
- The specific contact resistivity $\rho_c$, in $\Omega\,\text{cm}^2$: the current density crossing the interface from layer to metal is $J=V/\rho_c$. This linear law is what "ohmic" means here.

The contact resistance is $R_c=V(0)/I_0$. It excludes the layer outside the contact, whose resistance is simply added in series.

For the numbers I use an arsenic-implanted n-type silicon layer with a silicide-type contact at 300 K. Its parameters are rough typical values: dose $10^{15}\ \text{cm}^{-2}$, of which a fraction 0.80 is electrically active after annealing, mobility $90\ \text{cm}^2/\text{Vs}$, $\rho_c=10^{-6}\ \Omega\,\text{cm}^2$, $L=2\ \mu\text{m}$, $W=10\ \mu\text{m}$ and $I_0=0.2$ mA.

## The layer: from dose to sheet resistance

At depth $z$ below the surface the conductivity is $\sigma(z)=q\mu n(z)$, where $n$ is the electron density. Thin slices of the layer conduct in parallel, so their sheet conductances add:

$$\frac{1}{R_s}=\int_0^d\sigma(z)\,dz=q\mu\int_0^d n(z)\,dz=q\mu D_a .$$

The second equality assumes a constant mobility. Here $d$ is the layer depth and $D_a$ is the active dose per unit area. At this level the shape of the profile has dropped out. Annealing enters through the active fraction and the mobility. For the example $D_a=0.80\times10^{15}=8.0\times10^{14}\ \text{cm}^{-2}$, and

$$R_s=\frac{1}{(1.602\times10^{-19})(90)(8.0\times10^{14})}\ \Omega=86.7\ \Omega\text{ per square}.$$

## Simplest case: a layer without resistance

Suppose first that the layer under the contact conducts so well that $V$ does not vary with $x$. The same current density then crosses the interface everywhere, so $I_0=WL\,V/\rho_c$ and

$$R_c=\frac{\rho_c}{WL}.$$

This area rule gives $10^{-6}/(10^{-3}\times2\times10^{-4})=5.0\ \Omega$ for the example.

When is it allowed? The current has to travel along the layer before it crosses, and the layer has resistance $R_sL/W$. The voltage lost along it is negligible if

$$\frac{R_sL}{W}\ll\frac{\rho_c}{WL}\quad\Longleftrightarrow\quad L^2\ll\frac{\rho_c}{R_s}.$$

The right-hand side is a squared length, which suggests the definition

$$L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

For the example, $L_T=\sqrt{10^{-6}/86.7}\ \text{cm}=1.07\ \mu\text{m}$. The contact is longer than this, so the area rule cannot be trusted.

## Generalization: the transmission-line equation

Take a slice of the layer between $x$ and $x+dx$. Its resistance is $R_s\,dx/W$. Current flowing towards positive $x$ lowers the potential in that direction, so

$$\frac{dV}{dx}=-\frac{R_s}{W}I(x). \tag{1}$$

The slice has interface area $W\,dx$ and loses a current $(V/\rho_c)W\,dx$ to the metal. In the steady state no charge accumulates, so the current in the layer falls by that amount:

$$\frac{dI}{dx}=-\frac{W}{\rho_c}V(x). \tag{2}$$

Differentiate (1), with $R_s$ uniform under the contact, and insert (2):

$$\frac{d^2V}{dx^2}=-\frac{R_s}{W}\frac{dI}{dx}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2}. \tag{3}$$

The two minus signs cancel. The solutions are therefore real exponentials, not oscillations: current leaks out of the layer and none returns.

## First solution: a very long contact

For $L\to\infty$ the growing exponential must be absent, which leaves $V=V(0)e^{-x/L_T}$. Equation (1) gives

$$I(x)=-\frac{W}{R_s}\frac{dV}{dx}=\frac{W}{R_sL_T}V(0)e^{-x/L_T}.$$

At $x=0$ this must equal $I_0$. Since $R_sL_T=\sqrt{R_s\rho_c}$,

$$R_c=\frac{V(0)}{I_0}=\frac{R_sL_T}{W}=\frac{\sqrt{R_s\rho_c}}{W}. \tag{4}$$

The length has disappeared, because metal far beyond $L_T$ receives almost no current. A fraction $1-e^{-1}=63.2\,\%$ crosses within the first $L_T$, which is why $L_T$ is called the transfer length. Equation (4) also equals $\rho_c/(WL_T)$: a long contact has the resistance that the area rule would assign to a length $L_T$.

For the example, $\sqrt{86.69\times10^{-6}}=9.311\times10^{-3}\ \Omega\,\text{cm}$. Division by $W=10^{-3}$ cm gives $9.311\ \Omega$, nearly twice the area-rule value for $L=2\ \mu\text{m}$.

## Second solution: finite length

For finite $L$ it is convenient to measure distance from the far edge:

$$V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

The derivative with respect to $x$ brings a factor $-1/L_T$, which cancels the minus sign in (1):

$$I(x)=\frac{W}{R_sL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

No current passes the far edge. At $x=L$ the first term vanishes and the second equals $B$ times a non-zero factor, so $I(L)=0$ requires $B=0$. At the front edge $I(0)=I_0$, hence

$$A=\frac{I_0R_sL_T}{W\sinh u}=\frac{I_0\sqrt{R_s\rho_c}}{W\sinh u},\qquad u=\frac{L}{L_T}.$$

The potential and the current are therefore

$$V(x)=\frac{I_0\sqrt{R_s\rho_c}}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh u},\qquad I(x)=I_0\frac{\sinh[(L-x)/L_T]}{\sinh u}. \tag{5}$$

Setting $x=0$ and dividing by $I_0$ gives the result:

$$\boxed{R_c=\frac{\sqrt{R_s\rho_c}}{W}\coth\frac{L}{L_T},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}}} \tag{6}$$

The resistance is proportional to $\coth(L/L_T)$ when $L$ is varied with $R_s$, $\rho_c$ and $W$ held fixed. If $\rho_c$ or $R_s$ is varied, the prefactor changes as well.

For the example $u=2/1.074=1.862$ and $\coth u=1.0495$, so

$$R_c=9.311\times1.0495=9.77\ \Omega,$$

or $97.7\ \Omega\,\mu\text{m}$ after multiplication by the width. As a test of the solution (not of the model, since a ladder is the discrete form of (1) and (2)), the contact was replaced by a ladder of 2000 resistor cells and Kirchhoff's laws were solved. With the same inputs the ladder gives $9.771\ \Omega$, in agreement with (6).

The front edge sits at $0.2\ \text{mA}\times9.77\ \Omega=1.95$ mV. The current density there is $V(0)/\rho_c=1.95\times10^3\ \text{A/cm}^2$, about twice the average $I_0/(WL)=1.0\times10^3\ \text{A/cm}^2$. From (5), the fraction crossing within the first $L_T$ is $1-\sinh(u-1)/\sinh u=69.0\,\%$. This exceeds the long-contact value because the same total current must cross in a shorter distance.

## Test on the long and short limits

From the exponential form of the hyperbolic functions,

$$\coth u-1=\frac{e^u+e^{-u}}{e^u-e^{-u}}-1=\frac{2}{e^{2u}-1}.$$

This tends to zero for large $u$ and recovers (4). The excess over the long-contact value is below 1 % once $e^{2u}>201$, that is $u>2.65$. For the example's material this means $L>2.85\ \mu\text{m}$.

For small $u$, expand numerator and denominator:

$$\coth u=\frac{1}{u}\,\frac{1+u^2/2+u^4/24+\dots}{1+u^2/6+u^4/120+\dots}.$$

The reciprocal of the denominator is $1-u^2/6+(1/36-1/120)u^4+\dots=1-u^2/6+7u^4/360+\dots$. In the product, the coefficient of $u^2$ is $1/2-1/6=1/3$. That of $u^4$ is $1/24-1/12+7/360=-1/45$. Thus

$$\coth u=\frac1u+\frac u3-\frac{u^3}{45}+\dots$$

Using $\sqrt{R_s\rho_c}\,L_T=\rho_c$ and $\sqrt{R_s\rho_c}/L_T=R_s$,

$$R_c=\frac{\rho_c}{WL}+\frac{R_sL}{3W}-\dots \tag{7}$$

The first term is the area rule. The second contains one third of the layer resistance, and an energy balance shows why. From (1) and (2),

$$-\frac{d(IV)}{dx}=-V\frac{dI}{dx}-I\frac{dV}{dx}=\frac{WV^2}{\rho_c}+\frac{R_sI^2}{W}.$$

Integration from $0$ to $L$, with $I(L)=0$, gives

$$I_0V(0)=\int_0^L\frac{WV^2}{\rho_c}dx+\int_0^L\frac{R_sI^2}{W}dx .$$

The power supplied is the heat produced in the interface plus that in the layer. In a short contact the current leaves almost uniformly, so $I=I_0(1-x/L)$. The layer's share is then $(R_sI_0^2/W)\int_0^L(1-x/L)^2dx=I_0^2R_sL/(3W)$. The interface's share stays at $I_0^2\rho_c/(WL)$ to this order: the total current fixes the mean of $V$, so a small variation about that mean enters $\int V^2dx$ only through its square.

The table compares the area rule with (6), all other parameters being fixed.

| $L$ (µm) | $\rho_c/(WL)$ (Ω) | $R_c$ (Ω) |
|---|---|---|
| 0.25 | 40.0 | 40.7 |
| 0.50 | 20.0 | 21.4 |
| 1.00 | 10.0 | 12.7 |
| 2.00 | 5.0 | 9.77 |
| 5.00 | 2.0 | 9.31 |

At $0.25\ \mu\text{m}$ the second term of (7) is $86.7\times0.25/(3\times10)=0.72\ \Omega$, which accounts for the difference. Going from 2 to $5\ \mu\text{m}$ multiplies the area by 2.5 but lowers $R_c$ by less than 5 %.

## A different far edge, and what it can measure

The potential at the far edge follows from (5). It defines an end resistance

$$R_e=\frac{V(L)}{I_0}=\frac{\sqrt{R_s\rho_c}}{W\sinh u},\qquad \frac{R_c}{R_e}=\cosh u .$$

For the example $R_e=2.96\ \Omega$, and the far edge is at 0.59 mV. If the layer continues beyond the contact, a probe that draws no current can sense this voltage. The ratio $9.771/2.964=3.297$ gives $u=1.862$, and the known $L$ then gives $L_T$. The two material quantities follow separately:

$$\rho_c=WL_TR_c\tanh u,\qquad R_s=\frac{WR_c\tanh u}{L_T}.$$

The $R_s$ obtained in this way is the one under the metal, which need not equal that of the open layer. The inversion works only when $L$ is comparable to $L_T$. For a short contact $R_c/R_e\approx1+u^2/2$ is close to one: a 1 % error in $R_e$ shifts $R_s$ by 0.7 % at $L=2\ \mu\text{m}$, by 9 % at $0.5\ \mu\text{m}$ and by 37 % at $0.25\ \mu\text{m}$. For a long contact $R_e$ becomes exponentially small, $1.7\ \text{m}\Omega$ at $10\ \mu\text{m}$. In a layer of finite depth the value returned for $\rho_c$ includes the vertical term $r_v$ derived in the next section.

If current arrives at both edges instead, $I(L)=0$ no longer holds and (6) does not apply to the whole contact. With equal feeds $I_0/2$, symmetry forbids current through the midplane. Each half is then a contact of length $L/2$ obeying (6), and the two halves are in parallel:

$$R_{\text{both}}=\frac{\sqrt{R_s\rho_c}}{2W}\coth\frac{L}{2L_T}.$$

For a short contact this returns $\rho_c/(WL)$, as it must, since the feeding direction cannot matter when $V$ is uniform. For a long one it is half of (4), because two separate edges carry the current. The example would have $\tfrac12(9.311)\coth(0.931)=6.37\ \Omega$.

## Generalization to a layer with depth

So far $V$ depended on $x$ alone, although current from deep in the layer must rise to the surface. To find the cost, let

$$s(z)=R_s\int_z^d\sigma(z')\,dz'$$

be the fraction of the sheet conductance lying below depth $z$. If the lateral field is nearly the same at all depths, a fraction $s(z)$ of the lateral current flows below $z$. Whatever this part loses per unit length must pass upwards through depth $z$. The upward current density is therefore $Js(z)$, where $J$ is the density crossing the interface. Ohm's law in the vertical direction gives the potential $\varphi$:

$$\varphi(z)-\varphi(0)=J\int_0^z\frac{s(z')}{\sigma(z')}dz'.$$

The lateral current is $-W\int\sigma\,(\partial\varphi/\partial x)\,dz$, so the potential that belongs in (1) is the conductance-weighted mean $\bar V=R_s\int_0^d\sigma\varphi\,dz$. Exchanging the order of integration,

$$\bar V-\varphi(0)=J\int_0^d\frac{s(z')}{\sigma(z')}\left[R_s\int_{z'}^d\sigma(z)\,dz\right]dz'=J\,r_v,\qquad r_v=\int_0^d\frac{s^2}{\sigma}\,dz .$$

The bracket is $s(z')$ again, hence the square. Since $\varphi(0)=J\rho_c$, we have $\bar V=J(\rho_c+r_v)$. To leading order in $r_v/\rho_c$, depth replaces $\rho_c$ by $\rho_c+r_v$ in (6).

As a limit, take a uniform layer: $\sigma=1/(R_sd)$ and $s=1-z/d$ give $r_v=R_sd^2/3$, so $r_v/\rho_c=d^2/(3L_T^2)$. The one-dimensional model thus needs a layer thin compared with the transfer length.

For the example I take a Gaussian profile centred at 60 nm, with standard deviation 50 nm, cut off at the surface and at $d=200$ nm. Its peak density is $7.2\times10^{19}\ \text{cm}^{-3}$ and $r_v=6.2\times10^{-9}\ \Omega\,\text{cm}^2$, or 0.62 % of $\rho_c$. These figures assume the constant mobility. An empirical doping-dependent mobility for arsenic (the Masetti fit) on the same profile gives $R_s\approx109\ \Omega$ per square and $r_v\approx8\times10^{-9}\ \Omega\,\text{cm}^2$, so only the size of $r_v$ is significant. To convert such small changes into changes of $R_c$, differentiate the logarithm of (6), using $d\ln\coth u/d\ln u=-2u/\sinh2u$ and $u\propto\sqrt{R_s/\rho_c}$:

$$\frac{\partial\ln R_c}{\partial\ln\rho_c}=\frac12\left(1+\frac{2u}{\sinh2u}\right),\qquad \frac{\partial\ln R_c}{\partial\ln R_s}=\frac12\left(1-\frac{2u}{\sinh2u}\right).$$

At $u=1.862$ these are 0.59 and 0.41. The vertical resistance should raise $R_c$ by $0.590\times0.615\,\%\approx0.36\,\%$. A two-dimensional resistor network with this profile, 5 nm cells and the access region subtracted gives the same $+0.36\,\%$.

The approximation fails when the interface is much better. With $\rho_c=10^{-8}\ \Omega\,\text{cm}^2$ and everything else fixed, $L_T$ is 107 nm, less than the layer depth. Equation (6) gives $0.93\ \Omega$, but the two-dimensional network gives $1.15\ \Omega$, 23 % more. Since $r_v/\rho_c$ is now 0.62 and $\coth u\approx1$, the leading-order correction would predict $\sqrt{1.62}-1\approx27\,\%$. It has the right size but is no longer accurate.

## The interface law and the real contact

A real interface need not be linear. As an illustration, take a diode law with the same slope at zero voltage, $J=(V_T/\rho_c)(e^{V/V_T}-1)$, where $V_T=kT/q=25.9$ mV. Its expansion is $J=(V/\rho_c)(1+V/2V_T+\dots)$, and (3) becomes $L_T^2V''=V+V^2/2V_T$. For a long contact, multiply by $2V'$ and integrate, with $V$ and $V'$ vanishing far away:

$$L_T^2V'^2=V^2\left(1+\frac{V}{3V_T}\right)\quad\Rightarrow\quad |V'|\approx\frac{V}{L_T}\left(1+\frac{V}{6V_T}\right).$$

The fed current fixes $|V'|$ at the front, so $V(0)$ falls by the fraction $V(0)/6V_T$. With $V(0)=0.2\ \text{mA}\times9.311\ \Omega=1.86$ mV this is 1.2 %. Numerical integration for the actual length, with the full diode law, gives $-1.5\,\%$ in the forward direction and $+1.5\,\%$ in reverse. Forward here means the direction in which this law conducts better. For a simple thermionic barrier on n-type silicon that is from metal to layer, so a current from layer to metal would meet the reverse sign. These figures describe the illustrative law, not the example's interface. At a surface density near $3.5\times10^{19}\ \text{cm}^{-3}$ electrons mostly tunnel through the barrier, the law is closer to linear, and neither the size nor the sign found here carries over. The leading correction grows in proportion to the current.

The chosen $R_s$ is of a usual size for a heavily doped silicon layer, but the mobility behind it is uncertain: a mean value near $70\ \text{cm}^2/\text{Vs}$, also plausible for arsenic at this density, would give about $110\ \Omega$ per square and raise $R_c$ by about 11 %. The chosen $\rho_c$ is high beside advanced silicon contacts, which reach roughly $10^{-8}\ \Omega\,\text{cm}^2$ or less; with such an interface on a layer as deep as this one, the depth must be considered, as the case of low $\rho_c$ in the previous section showed. An assumption that a silicide contact breaks is equal $R_s$ under and beside the metal, because forming the silicide consumes doped silicon. If it removes the top 20 nm of the example's profile, $R_s$ under the contact rises from 86.7 to $97.4\ \Omega$ per square, and (6) with this $R_s$ gives an $R_c$ higher by 5.0 % at fixed $\rho_c$. This leaves out the front wall of the recessed silicide, which is also an interface. With the same $\rho_c$ it adds a conductance $W\times20\ \text{nm}/\rho_c=2\times10^{-3}\ \Omega^{-1}$ in parallel and reduces the rise to about 3 %. These few per cent apply only if $\rho_c$ is that of the finished contact. The recessed interface meets $5.2\times10^{19}\ \text{cm}^{-3}$ instead of $3.5\times10^{19}\ \text{cm}^{-3}$, and tunnelling depends exponentially on the density. A WKB estimate for a parabolic barrier of 0.5 to 0.65 eV, with tunnelling masses of 0.19 to 0.3 $m_0$, lowers $\rho_c$ by a factor of 3 to 6 and $R_c$ by about half. A 10 % rise in $R_s$ everywhere, such as a lower mobility in a layer warmer by several tens of kelvin would cause, adds 4.0 % at fixed $\rho_c$. This is not the temperature effect of a real contact: in the same estimate, warming by 70 K lowers $\rho_c$ by a quarter or more, which outweighs the rise. A metal of 0.05 Ω per square, with the current taken out at its far end, adds 0.05 %. So low a value needs a thick metal film over the whole contact. The effect grows almost in proportion to the metal's sheet resistance, about 0.9 % per ohm per square, so a thin silicide of several ohms per square carrying the current alone would add several per cent. Several of these effects reach a few per cent or more at the example's own $\rho_c$, so even for a given $\rho_c$, $R_c$ is better quoted as about $10\ \Omega$ than to three digits. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough typical values, As-implanted n+ Si)
implanted dose                 1.0e+15 cm^-2
active fraction                0.80
electron mobility              90 cm^2/Vs
layer depth                    200 nm
profile peak depth, straggle   60, 50 nm
contact resistivity rho_c      1.0e-06 ohm cm^2
contact length L, width W      2.0, 10.0 um
current, temperature           0.20 mA, 300 K
RESULTS
active dose                    8.00e+14 cm^-2
peak electron density          7.23e+19 cm^-3
sheet resistance R_s           86.69 ohm/sq
transfer length L_T            1.0740 um
L/L_T                          1.8621
coth(L/L_T)                    1.0495
long-contact limit             9.311 ohm
contact resistance R_c         9.771 ohm
R_c times width                97.7 ohm um
resistor-ladder value          9.771 ohm
worst ladder/formula mismatch  7.0e-06 (relative)
end resistance                 2.964 ohm
front, end voltage             1.954, 0.593 mV
front current density          1954 A/cm^2
current out within L_T         69.0 % (this contact)
current out within L_T         63.2 % (long contact)
LENGTH: L (um), area rule rho_c/(WL) (ohm), R_c (ohm)
   0.25    40.000    40.720
   0.50    20.000    21.424
   1.00    10.000    12.735
   2.00     5.000     9.771
   5.00     2.000     9.312
NEGLECTED EFFECTS (change of R_c)
vertical resistance r_v        6.15e-09 ohm cm^2
r_v/rho_c                      0.62 %
depth resolved, 2D network     +0.36 %
rho_c replaced by rho_c + r_v  +0.36 %
silicon consumed by silicide   20 nm
R_s under the contact then     97.37 ohm/sq
effect of consumed silicon     +4.96 %
metal sheet 0.05 ohm/sq       +0.05 %
thermal voltage kT/q           25.85 mV
diode-law interface, forward   -1.46 %
diode-law interface, reverse   +1.52 %
R_s higher by 10 %             +4.04 %
LOW rho_c CASE                 1.0e-08 ohm cm^2
its L_T                        107.4 nm
its R_c: formula, 2D network   0.931, 1.146 ohm
its 2D/formula ratio           1.231
```
